\section*{Gauge covariance of nonlocal potentials, the velocity operator and Fock exchange, part 1}

(Sections cited here and not found follow in the second part.)

\section{Nonlocal one-electron operators in a magnetic field}

In a restricted Hartree--Fock calculation on NH$_3$ with 85 basis functions, moving the origin of the vector potential from the nitrogen nucleus to a proton, a distance of 1.91 bohr, changes the isotropic shielding of that proton by 19.57 ppm if the exchange operator is kept at its zero-field form, and by 1.50 ppm if it follows the field self-consistently. The magnetic field, the basis and the unperturbed orbitals are the same in the two calculations. The origin is a label without physical content, so both changes are errors, and what asks for explanation is why the treatment of exchange decides most of their size. Exchange is a nonlocal operator, and the reason lies in how any nonlocal operator has to depend on the vector potential.

\subsection{Conventions and assumptions}

Atomic units are used, the electron has charge $-1$, $\mathbf p=-i\nabla$, and $\mathbf B=\nabla\times\mathbf A$ is static. The one-electron Hamiltonian is
\begin{equation}
H_{\mathbf A}=\tfrac12\boldsymbol\pi^2+V_{\rm loc}(\mathbf r)+V_{\mathbf A},\qquad \boldsymbol\pi=\mathbf p+\mathbf A(\mathbf r),
\label{eq:H}
\end{equation}
with $(V_{\mathbf A}\psi)(\mathbf r)=\int V_{\mathbf A}(\mathbf r,\mathbf r')\psi(\mathbf r')\,d\mathbf r'$. The assumptions are these. (A1) The kernel is Hermitian, $V_{\mathbf A}(\mathbf r,\mathbf r')=V_{\mathbf A}(\mathbf r',\mathbf r)^*$, continuous for $\mathbf r\ne\mathbf r'$ and without a delta-function part; every multiplicative term is in $V_{\rm loc}$. Its zero-potential form $V\equiv V_{\mathbf A=0}$ is given. (A2) Space is simply connected, so two potentials with the same $\mathbf B$ differ by a gradient. (A3) The spin Zeeman term, which contains $\mathbf B$ and not $\mathbf A$, is dropped. (A4) States are bound and decay fast enough for matrix elements of $\mathbf r$ to exist. For a uniform field the symmetric gauge with origin $\mathbf O$ is $\mathbf A_{\mathbf O}=\tfrac12\mathbf B\times(\mathbf r-\mathbf O)$.

\paragraph{Theorem.} Under (A1)--(A4):

(a) The theory is covariant under $\mathbf A\to\mathbf A+\nabla\chi$, $\psi\to e^{-i\chi}\psi$ if and only if
\begin{equation}
V_{\mathbf A+\nabla\chi}(\mathbf r,\mathbf r')=e^{-i\chi(\mathbf r)}\,V_{\mathbf A}(\mathbf r,\mathbf r')\,e^{i\chi(\mathbf r')} .
\label{eq:cov}
\end{equation}
A nonzero kernel independent of $\mathbf A$ violates this. The general solution is $V_{\mathbf A}=e^{-i\Phi_{\mathbf A}}W_{\mathbf B}$, where $\Phi_{\mathbf A}(\mathbf r,\mathbf r')=\int_{\mathbf r'}^{\mathbf r}\mathbf A\cdot d\mathbf l$ along any chosen family of paths and $W_{\mathbf B}$ depends on the field alone, with $W_0=V$.

(b) The velocity operator is $\mathbf v=\mathbf p+\mathbf A+i[V_{\mathbf A},\mathbf r]$, which is $\mathbf p+i[V,\mathbf r]$ at $\mathbf A=0$.

(c) For a local pair interaction and a complete basis, every self-consistent Hartree--Fock solution for $\mathbf A$ has a partner for $\mathbf A+\nabla\chi$ with the same energy, and the exchange kernels of the two are related by \eqref{eq:cov} with no phase put in by hand. If the solution at $\mathbf A=0$ also satisfies the stability assumption (A5) of the second half, the response of its exchange kernel $K$ to a uniform potential is $i[K,\mathbf r]$.

Part (a) is more guarded than the statement that the potential acquires the phase. Covariance fixes how the kernel changes from one gauge to another, and leaves its dependence on $\mathbf B$ open. Lemmas 1 and 2 prove (a), Lemma 3 proves (b), and Lemmas 6 and 7 prove (c).

\subsection{The transformation law}

\paragraph{Lemma 1.} Covariance is equivalent to \eqref{eq:cov}, and an $\mathbf A$-independent kernel satisfies \eqref{eq:cov} for all smooth $\chi$ only if it vanishes.

\paragraph{Proof.} Let $\mathbf A'=\mathbf A+\nabla\chi$. Covariance means that $\psi'=e^{-i\chi}\psi$ solves $i\partial_t\psi'=H_{\mathbf A'}\psi'$ whenever $i\partial_t\psi=H_{\mathbf A}\psi$. Since $\chi$ is static, $i\partial_t\psi'=e^{-i\chi}H_{\mathbf A}\psi$. The initial state is arbitrary, so the requirement is the operator identity $H_{\mathbf A'}=e^{-i\chi}H_{\mathbf A}e^{i\chi}$. The product rule gives $\mathbf p(e^{-i\chi}\psi)=e^{-i\chi}(\mathbf p-\nabla\chi)\psi$, because $-i\nabla e^{-i\chi}=(-i)(-i\nabla\chi)e^{-i\chi}=-(\nabla\chi)e^{-i\chi}$. Therefore
\begin{equation}
(\mathbf p+\mathbf A+\nabla\chi)\,e^{-i\chi}\psi=e^{-i\chi}(\mathbf p+\mathbf A)\psi .
\end{equation}
Applied twice, this shows that the kinetic term satisfies the identity. $V_{\rm loc}$ satisfies it because two multiplications commute. Subtracting these terms leaves $V_{\mathbf A'}=e^{-i\chi}V_{\mathbf A}e^{i\chi}$, whose kernel is \eqref{eq:cov}, and each step can be read backwards. If $V_{\mathbf A}=V$ for every $\mathbf A$, then $V(\mathbf r,\mathbf r')\,[1-e^{-i(\chi(\mathbf r)-\chi(\mathbf r'))}]=0$. For two distinct points there is a smooth $\chi$ with $\chi(\mathbf r)-\chi(\mathbf r')=\pi$, which makes the bracket equal to 2. Hence $V(\mathbf r,\mathbf r')=0$ off the diagonal, and by (A1) the operator is zero. $\square$

\paragraph{Lemma 2.} The solutions of \eqref{eq:cov} with $V_{\mathbf A=0}=V$ are the kernels $e^{-i\Phi_{\mathbf A}}W_{\mathbf B}$ with $W_0=V$.

\paragraph{Proof.} Fix a path for each pair of points, independent of $\mathbf A$, with the path from $\mathbf r$ to $\mathbf r'$ the reverse of that from $\mathbf r'$ to $\mathbf r$. The integral of a gradient depends on the end points alone:
\begin{equation}
\Phi_{\mathbf A+\nabla\chi}(\mathbf r,\mathbf r')=\Phi_{\mathbf A}(\mathbf r,\mathbf r')+\chi(\mathbf r)-\chi(\mathbf r').
\label{eq:phi}
\end{equation}
Define $W=e^{i\Phi_{\mathbf A}}V_{\mathbf A}$ pointwise. If \eqref{eq:cov} holds, the factor $e^{i(\chi(\mathbf r)-\chi(\mathbf r'))}$ from \eqref{eq:phi} cancels the factor in \eqref{eq:cov}, so $W$ is the same for $\mathbf A$ and $\mathbf A+\nabla\chi$; by (A2) it depends on $\mathbf B$ alone. Conversely, for any such $W$, \eqref{eq:phi} gives \eqref{eq:cov}. At $\mathbf A=0$ the phase vanishes and $W_0=V$. Reversing the path changes the sign of $\Phi$, so $V_{\mathbf A}$ is Hermitian if and only if $W$ is. $\square$

\paragraph{Remark 1.} When $\mathbf B=0$ everywhere, $\mathbf A=\nabla\chi$, and $V_{\mathbf A}=V e^{-i(\chi(\mathbf r)-\chi(\mathbf r'))}$ is fixed completely. When $\mathbf B\neq0$, the simplest choice is $W_{\mathbf B}=V$, and then the path matters: two paths joined form a closed loop, and by Stokes' theorem the two phases differ by the flux through it. Both choices are covariant, and they are different Hamiltonians. Which describes a system is decided by where the nonlocality came from. Nothing in the lemma forces $|W_{\mathbf B}|=|V|$.

\subsection{Two paths in a uniform field}

Write $\mathbf u=\mathbf r-\mathbf O$, $\mathbf u'=\mathbf r'-\mathbf O$. On the straight segment $\mathbf u'+t(\mathbf u-\mathbf u')$, $0\le t\le1$,
\begin{align}
\Phi^{\rm st}&=\int_0^1 \tfrac12\big[\mathbf B\times\big(\mathbf u'+t(\mathbf u-\mathbf u')\big)\big]\cdot(\mathbf u-\mathbf u')\,dt \nonumber\\
&=\tfrac12(\mathbf B\times\mathbf u')\cdot\mathbf u=\tfrac12\mathbf B\cdot(\mathbf u'\times\mathbf u).
\label{eq:st}
\end{align}
The term in $t$ and the term $(\mathbf B\times\mathbf u')\cdot\mathbf u'$ vanish because a cross product is orthogonal to its factors, and the last step is the cyclic rule for the triple product. This is the Ismail-Beigi--Chang--Louie prescription. For an operator attached to a centre $\mathbf R$, the Pickard--Mauri prescription runs from $\mathbf r'$ to $\mathbf R$ and on to $\mathbf r$. With $\mathbf U=\mathbf R-\mathbf O$, \eqref{eq:st} applied to each leg gives
\begin{equation}
\Phi^{\rm 2l}=\tfrac12\mathbf B\cdot(\mathbf u'\times\mathbf U+\mathbf U\times\mathbf u)=\tfrac12\mathbf B\cdot\big[\mathbf U\times(\mathbf r-\mathbf r')\big].
\label{eq:2l}
\end{equation}
Since $(\mathbf u'-\mathbf U)\times(\mathbf u-\mathbf U)=\mathbf u'\times\mathbf u-\mathbf u'\times\mathbf U-\mathbf U\times\mathbf u$,
\begin{equation}
\Phi^{\rm st}-\Phi^{\rm 2l}=\tfrac12\mathbf B\cdot\big[(\mathbf r'-\mathbf R)\times(\mathbf r-\mathbf R)\big],
\label{eq:flux}
\end{equation}
which is the flux through the triangle with corners $\mathbf r'$, $\mathbf r$, $\mathbf R$ and does not contain $\mathbf O$.

\paragraph{Remark 2.} Equation \eqref{eq:2l} vanishes for $\mathbf R=\mathbf O$. Leaving the phase out in the symmetric gauge is therefore the same as choosing the two-leg path through the gauge origin. Moving the origin then moves the corner of the path, which changes the Hamiltonian by a flux factor. This is the mechanism of the origin dependence.

\subsection{The velocity}

\paragraph{Lemma 3.} $d\langle\mathbf r\rangle/dt=\langle\mathbf v\rangle$ with $\mathbf v=\boldsymbol\pi+\mathbf v^{\rm NL}$, $\mathbf v^{\rm NL}(\mathbf r,\mathbf r')=iV_{\mathbf A}(\mathbf r,\mathbf r')(\mathbf r'-\mathbf r)$. If \eqref{eq:cov} holds, $\mathbf v=\partial H_{\mathbf A+\mathbf a}/\partial\mathbf a$ at $\mathbf a=0$ for a uniform $\mathbf a$, for every path and every $W_{\mathbf B}$.

\paragraph{Proof.} From $i\partial_t\psi=H\psi$ and its adjoint, $d\langle\mathbf r\rangle/dt=i\langle H\psi|\mathbf r\psi\rangle-i\langle\psi|\mathbf rH\psi\rangle=\langle i[H,\mathbf r]\rangle$. With $[\pi_\nu,r_\mu]=-i\delta_{\mu\nu}$,
\begin{equation}
[\tfrac12\boldsymbol\pi^2,r_\mu]=\tfrac12\sum_\nu\big(\pi_\nu[\pi_\nu,r_\mu]+[\pi_\nu,r_\mu]\pi_\nu\big)=-i\pi_\mu ,
\label{eq:kin}
\end{equation}
so the kinetic term contributes $\boldsymbol\pi$, and $V_{\rm loc}$ commutes with $\mathbf r$. The kernel of $V_{\mathbf A}\mathbf r$ is $V_{\mathbf A}(\mathbf r,\mathbf r')\mathbf r'$ and that of $\mathbf rV_{\mathbf A}$ is $\mathbf rV_{\mathbf A}(\mathbf r,\mathbf r')$; $i$ times their difference is $\mathbf v^{\rm NL}$. A uniform $\mathbf a$ is the gradient of $\chi=\mathbf a\cdot\mathbf r$, so by Lemma 1
\begin{equation}
H_{\mathbf A+\mathbf a}=e^{-i\mathbf a\cdot\mathbf r}H_{\mathbf A}e^{i\mathbf a\cdot\mathbf r},
\label{eq:Ha}
\end{equation}
and its derivative at $\mathbf a=0$ is $-i\mathbf rH+iH\mathbf r=i[H,\mathbf r]$. $\square$

The extra term exists because the kernel moves amplitude from $\mathbf r'$ to $\mathbf r$ directly, and $\mathbf v^{\rm NL}$ is that amplitude weighted by the displacement. Without the phase the first statement still holds, with $V$ for $V_{\mathbf A}$, but the second fails: $\partial H/\partial\mathbf a$ is then $\boldsymbol\pi$, and the operator that couples to the potential is not the rate of change of position.

\paragraph{Lemma 4 (sum rule).} Let $|0\rangle$ be a nondegenerate eigenstate, $\mathbf a=a\hat{\mathbf x}$, $\Delta_n=E_n-E_0$. Covariance implies
\begin{equation}
S_v\equiv 2\sum_{n\neq0}\frac{|\langle n|v_x|0\rangle|^2}{\Delta_n}=1-\langle0|[x,[x,V_{\mathbf A}]]|0\rangle .
\label{eq:fsum}
\end{equation}
If the phase is omitted, at $\mathbf B=0$ and for real $H$, the energy has the curvature $E''(0)=1-S_p$, where $S_p$ is the same sum with $p_x$ in place of $v_x$.

\paragraph{Proof.} Differentiating \eqref{eq:Ha} brings down $-i[x,\cdot]$ each time, so $H(a)=H-ia[x,H]-\tfrac12a^2[x,[x,H]]+O(a^3)$. By \eqref{eq:kin}, $[x,\tfrac12\boldsymbol\pi^2]=i\pi_x$ and $[x,i\pi_x]=i\cdot i=-1$. Hence
\begin{equation}
H(a)=H+a\,v_x+\tfrac12a^2\big(1-[x,[x,V_{\mathbf A}]]\big)+O(a^3),
\end{equation}
and the double commutator has the kernel $(x-x')^2V_{\mathbf A}(\mathbf r,\mathbf r')$. Rayleigh--Schr\"odinger theory gives the $a^2$ coefficient of the energy as $\tfrac12\langle1-[x,[x,V_{\mathbf A}]]\rangle-\tfrac12S_v$. The energy cannot depend on $a$, since \eqref{eq:Ha} is a unitary transformation, so this coefficient is zero. Without the phase the Hamiltonian is $H+ap_x+\tfrac12a^2$, and the same formula gives $\tfrac12-\tfrac12S_p$ for the coefficient; the linear term vanishes because $p_x$ is imaginary and Hermitian and $|0\rangle$ is real. $\square$

For $V=0$, \eqref{eq:fsum} is the Thomas--Reiche--Kuhn rule, $S_v=1$, as $\langle n|v_x|0\rangle=i\Delta_n\langle n|x|0\rangle$. At $\mathbf B=0$ and $\mathbf A=0$ the velocity is then $p_x$, so $S_p=1$ as well. The link to the gauge origin is direct: moving $\mathbf O$ to $\mathbf O+\mathbf d$ adds the uniform potential $\mathbf a=-\tfrac12\mathbf B\times\mathbf d$, so an unphased kernel contributes to the energy a term $\tfrac12a^2(1-S_p)$ of order $B^2d^2$, the order of the magnetizability.

\paragraph{Lemma 5 (first order in $B$).} With $W_{\mathbf B}=V$ and $\mathbf v^{\rm NL}$ taken at zero field, the term of $H_{\mathbf A_{\mathbf O}}$ linear in $\mathbf B$ is
\begin{align}
H^{(1)}_{\rm st}&=\tfrac12\mathbf B\cdot\big[\mathbf u\times(\mathbf p+\mathbf v^{\rm NL})\big],\\
H^{(1)}_{\rm 2l}&=\tfrac12\mathbf B\cdot\big[\mathbf u\times\mathbf p+\mathbf U\times\mathbf v^{\rm NL}\big].
\end{align}

\paragraph{Proof.} The kinetic term gives $\tfrac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)=\mathbf A\cdot\mathbf p$, since $\nabla\cdot\mathbf A_{\mathbf O}=0$, and $\tfrac12(\mathbf B\times\mathbf u)\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf u\times\mathbf p)$. The nonlocal term gives $-i\Phi V$. The kernel of $\mathbf u\times\mathbf v^{\rm NL}$ is $iV\,\mathbf u\times(\mathbf u'-\mathbf u)=-iV\,\mathbf u'\times\mathbf u$, and $\tfrac12\mathbf B$ dotted into it is $-i\Phi^{\rm st}V$ by \eqref{eq:st}. The kernel of $\mathbf U\times\mathbf v^{\rm NL}$ is $-iV\,\mathbf U\times(\mathbf r-\mathbf r')$, which gives $-i\Phi^{\rm 2l}V$ by \eqref{eq:2l}. $\square$

\paragraph{Remark 3.} The two operators differ by $\tfrac12\mathbf B\cdot[(\mathbf r-\mathbf R)\times\mathbf v^{\rm NL}]$. For real $V$ this is imaginary and Hermitian, so its mean in a real nondegenerate state is zero and the energies first differ at order $B^2$. The flux \eqref{eq:flux} is of order $Bs^2$ for a kernel of range $s$ about $\mathbf R$, and goes to zero with the field, but a shielding is an induced field divided by $B$, so the difference of the first-order operators enters it at any field strength.

\subsection{A two-dimensional model}

One electron moves in the plane in $V_{\rm loc}=\tfrac12(\omega_x^2x^2+\omega_y^2y^2)$, $\omega_x=1.0$, $\omega_y=1.5\,E_h$, with the projector $V=D|\beta\rangle\langle\beta|$, $D=-0.5\,E_h$, where $\beta\propto\exp(-|\mathbf r-\mathbf R|^2/2s^2)$ is normalized, $s=0.8$ bohr and $\mathbf R=(0.5,0.3)$ bohr. The field is $B=0.5$ au along $z$, or $1.18\times10^5$ T, chosen large to make the effects visible. The operators are represented on a $19\times19$ sinc grid of spacing 0.55 bohr, with the kinetic term written as $\tfrac12\mathbf p^2+\tfrac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)+\tfrac12\mathbf A^2$, so its covariance is not built in and holds as far as the grid resolves the states. The numbers are those of the numerical output after the text.

The ground-state energies in the symmetric gauge at $\mathbf O=0$, the symmetric gauge at $\mathbf O'=(0,2)$ bohr and the Landau gauge $\mathbf A=(-By,0)$ are 0.855221, 0.883417 and 0.857328 $E_h$ without a phase. They are 0.858570 $E_h$ in all three gauges with the straight path and 0.855927 $E_h$ in all three with the two-leg path; the spread was tested to be below $10^{-5}E_h$, and the eigenvectors to be related by $e^{-i\chi}$. The two covariant prescriptions differ by $0.858570-0.855927=0.002643\,E_h$, the freedom of Remark 1.

At zero field $E_0=0.830438\,E_h$, and both sides of \eqref{eq:fsum} are 1.336214. The excess over 1 is $-\langle(x-x')^2V\rangle=0.336214$, positive because the kernel is negative and the ground state has one sign. The sum with $p_x$ is 0.754120, so the unphased curvature should be $1-0.754120=0.24588$ au; a finite difference in $a$ gives 0.24588 au. The shift to $\mathbf O'$ adds $a=\tfrac12\times0.5\times2=0.5$ au along $x$, and $\tfrac12a^2(1-S_p)=0.125\times0.24588=0.0307\,E_h$. The computed change is $0.028196\,E_h$, about 8\% below that estimate. The estimate omits two terms of order $aB$: the mean of $aA_x=-\tfrac12aBy$, which is nonzero because the projector is off centre, and the cross term between $ap_x$ and the orbital Zeeman term. It also omits all higher orders. These contributions were not separated.

The velocity was tested by propagating a Gaussian packet centred at $(0.3,-0.2)$ bohr with $k_x=0.8$ au, in the field, with $\mathbf O=0$ and the straight path. The difference quotient of $\langle x\rangle(t)$ at $t=0$ is 1.036679 au. The kinetic part is $k_x-\tfrac12B\langle y\rangle=0.8+0.25\times0.2=0.85$ au, the nonlocal part is 0.186679 au, and they add to 1.036679 au. The kinetic part alone falls short by 18\% of the total.

\section{Fock exchange and the proton shielding of ammonia}

The following is taken from the first half. In atomic units $\boldsymbol\pi=\mathbf p+\mathbf A$, a gauge change is $\mathbf A\to\mathbf A+\nabla\chi$, $\psi\to e^{-i\chi}\psi$, and $\tfrac12\boldsymbol\pi^2$ transforms as $e^{-i\chi}(\cdot)e^{i\chi}$. A nonlocal kernel must obey \eqref{eq:cov}. The kernel of $i[V,f]$ for a multiplicative $f$ is $iV(\mathbf r,\mathbf r')[f(\mathbf r')-f(\mathbf r)]$. With $\mathbf A_{\mathbf O}=\tfrac12\mathbf B\times(\mathbf r-\mathbf O)$, the two-leg phase through $\mathbf R$ is $\tfrac12\mathbf B\cdot[(\mathbf R-\mathbf O)\times(\mathbf r-\mathbf r')]$, and an origin shift $\mathbf d$ adds the uniform potential $-\tfrac12\mathbf B\times\mathbf d$.

Parts (a) and (b) of the theorem are now proved: covariance fixes how a nonlocal kernel changes from one gauge to another, though not its dependence on $\mathbf B$, and it makes the velocity the operator that couples to a uniform potential. It remains to prove part (c), on self-consistent Hartree--Fock exchange, and to apply it to the origin dependence of the proton shielding in ammonia.
